# Desorption prefactors: from free lateral translation to two lateral vibrations

## What goes wrong

A precursor molecule sits on a surface at 400 K in a well 1.20 eV deep, and a purge step must be long enough for it to leave. If it is treated as sliding freely along the surface, the model parameters used below give a desorption rate of $2.29\times10^{-3}$ s$^{-1}$, a mean residence time of about 440 s. If it instead spends its time vibrating about lattice sites at 1.5 THz in both lateral directions, with the same well depth, the rate is $8.79\times10^{-2}$ s$^{-1}$ and the residence time about 11 s. The mass, vertical vibration and well depth are identical. What differs is how many lateral states are thermally accessible to the adsorbate while it is on the surface.

The factor between the prefactors is a ratio of translational to vibrational partition functions. To use it one must know which area enters, from which level the desorption energy is counted, and whether "prefactor" means the factor in a rate expression or the intercept of an Arrhenius plot.

## Assumptions

The adsorbates are dilute and do not interact. Each has mass $m$, and the surface has one adsorption site per area $A$. Far from the solid the particle moves freely in all three directions. The potential rises to its vacuum value without an additional barrier. The rate is the equilibrium one-way flux through a plane in that region: recrossing and quantum reflection are neglected, so the transmission factor is one. Any other transmission factor cancels from the ratios if it is common to both models. Internal motions, including rotations, are taken to be the same in both models and cancel from the ratios too. The absolute rates and prefactors quoted here leave them out altogether, as for a structureless particle; a real molecule whose rotations are hindered on the surface but free at the plane has a larger prefactor in both models.

I write $\beta=1/kT$, with $k$ the Boltzmann constant; rate constants carry a subscript, as in $k_{\rm mob}$. The well depth $D$ is the vacuum energy minus the potential minimum. Both models have the same $D$ unless stated otherwise.

## Stage 1: a flat surface, classically

Let the potential $V(z)$ depend on height alone, with $V=0$ at the minimum and $V=D$ at the plane $z^*$. The mean outward velocity, counting inward-moving particles as zero, is

$$\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .$$

The rate is this velocity times the probability per unit height of finding the particle at $z^*$. For a surface of $M$ sites, area $MA$,

$$k_{\rm mob}=\sqrt{\frac{kT}{2\pi m}}\;
\frac{MA\,e^{-\beta D}}{MA\int e^{-\beta V(z)}dz}.$$

The integral runs over the adsorbed region. The area cancels because the particle is equally free laterally in the well and at the plane.

Near the minimum $V\simeq\tfrac12m(2\pi\nu_z)^2z^2$, and the Gaussian integral is

$$\int e^{-\beta V}dz=\sqrt{\frac{2\pi kT}{m(2\pi\nu_z)^2}}
=\frac{1}{\nu_z}\sqrt{\frac{kT}{2\pi m}} .$$

The velocity factors cancel, leaving $k_{\rm mob}=\nu_z e^{-\beta D}$. The classical mobile adsorbate has the vertical frequency as its prefactor.

**Limit.** The harmonic integral should become accurate when $kT\ll D$. For a Morse well at 25 K, direct quadrature of the flux expression agrees with $\nu_ze^{-\beta D}$ within the test tolerance of 0.2%. This is a test of the classical formula; a real vibration at 25 K would need quantum mechanics.

## Stage 2: binding to a site, classically

Now add a lateral potential that holds the particle near each site, with the minimum still at energy zero. For equal lateral frequencies $\nu$ it is, near a site, $\tfrac12m(2\pi\nu)^2(X^2+Y^2)$. The area $A$ in the adsorbed population is replaced by

$$\int e^{-\beta m(2\pi\nu)^2(X^2+Y^2)/2}\,dX\,dY=2\pi\sigma^2,
\qquad \sigma^2=\frac{kT}{m(2\pi\nu)^2},$$

where $\sigma$ is the root-mean-square displacement along one direction. The plane at $z^*$ is outside the reach of the lateral potential and keeps its area $MA$. The adsorbate can choose among $M$ sites, so its population contains $M\,2\pi\sigma^2$. Dividing the two rates,

$$\frac{k_{\rm loc}}{k_{\rm mob}}=\frac{MA}{M\,2\pi\sigma^2}
=\frac{A}{2\pi\sigma^2}=\frac{2\pi m\nu^2A}{kT}.$$

The last form follows from $2\pi\sigma^2=kT/(2\pi m\nu^2)$. Localization raises the rate because it reduces the adsorbed population at a given density near the plane, while the outward flux is unchanged.

The cancellation of $M$ also settles the area: $A$ is the area per site. Using the area per adsorbate of a dilute layer would give the escaping particle the area of many sites but let the bound one choose a single site.

**Limit.** The result assumes that the vibration explores a small part of the site and that lateral and vertical motion separate. Both can be relaxed with a Morse well whose corrugation decays with height:

$$V=D(1-u)^2+\frac W2u\left[2-\cos\frac{2\pi X}{a}-\cos\frac{2\pi Y}{a}\right],
\quad u=e^{-\alpha z}.$$

The square lattice has $A=a^2$. At $z=0$ the expansion $1-\cos\phi\simeq\phi^2/2$ gives a lateral energy $\pi^2WX^2/a^2$ in each direction. Equating it to $2\pi^2m\nu^2X^2$ yields $\nu^2=W/(2ma^2)$.

To find the first correction, set $b=W/2kT$ and $\phi=2\pi X/a$. At $u=1$ the Boltzmann factor for one direction is

$$e^{-b(1-\cos\phi)}\simeq e^{-b\phi^2/2}\left(1+\frac{b\phi^4}{24}\right).$$

For the Gaussian, $\langle\phi^2\rangle=1/b$ and $\langle\phi^4\rangle=3/b^2$, so the integral grows by $1+1/(8b)$. Two directions give $1+1/(4b)=1+kT/2W$ to this order. The cosine is softer than its parabola, so the particle has more room.

The second correction comes from the height. The corrugation at height $z$ has strength $uW$, which makes the two-dimensional Gaussian area proportional to $1/u$. This must be averaged over the vertical distribution. With $dz=-du/(\alpha u)$ and $u=1+s$,

$$\left\langle\frac1u\right\rangle
=\frac{\int e^{-\beta Ds^2}(1+s)^{-2}ds}{\int e^{-\beta Ds^2}(1+s)^{-1}ds}
\simeq\frac{1+3\langle s^2\rangle}{1+\langle s^2\rangle}
\simeq1+2\langle s^2\rangle=1+\frac{kT}{D},$$

because the Gaussian in $s$ has $\langle s^2\rangle=kT/2D$. Both corrections enlarge the localized population. To first order the rate ratio therefore deviates from $A/2\pi\sigma^2$ by the relative amount $-kT/2W-kT/D$.

Quadrature of the full three-dimensional flux gives deviations of $-7.5\%$, $-1.77\%$ and $-0.438\%$ at 400, 100 and 25 K. The first-order expression gives $-7.0\%$, $-1.745\%$ and $-0.436\%$. The approach to the limit is linear in temperature, as derived.

## Stage 3: quantum states

For quantum motion, phase-space integrals are replaced by sums over levels. A free particle on a periodic line of length $L$ has energies $h^2n^2/(2mL^2)$ with integer $n$. When many levels lie within $kT$, the sum becomes an integral:

$$\sum_n e^{-\beta h^2n^2/2mL^2}\simeq\int_{-\infty}^{\infty}e^{-\beta h^2n^2/2mL^2}dn
=\frac{L\sqrt{2\pi mkT}}{h}=\frac L\lambda,\qquad
\lambda=\frac{h}{\sqrt{2\pi mkT}} .$$

Two directions over the whole surface give $MA/\lambda^2=Mq_{\rm tr}$, with

$$q_{\rm tr}=\frac{A}{\lambda^2}=\frac{2\pi mkTA}{h^2}$$

per site. For a lateral vibration, put $x_i=h\nu_i/kT$. Counting energy from the ground level, the geometric series gives

$$\sum_{n=0}^\infty e^{-nx_i}=\frac1{1-e^{-x_i}},\qquad
q_{\rm vib}=\prod_{i=1}^{2}\frac{1}{1-e^{-x_i}} .$$

The two frequencies may now differ. Tunnelling between neighbouring sites is neglected in this localized model, so each site contributes one unsplit set of levels.

At the plane the particle is free, and its equilibrium weight per unit height and per site is $(A/\lambda^3)e^{-\beta D}$. Let $q_{\rm ads}$ be the adsorbate's partition function per site, counted from the potential minimum. The flux rate is

$$k_{\rm des}=\sqrt{\frac{kT}{2\pi m}}\,\frac{A}{\lambda^3}\,\frac{e^{-\beta D}}{q_{\rm ads}}
=\frac{kT}{h}\,\frac{q_{\rm tr}}{q_{\rm ads}}\,e^{-\beta D}.$$

The second form uses $(kT/h)\lambda=kT/\sqrt{2\pi mkT}=\sqrt{kT/2\pi m}$. The factor $kT/h$ thus comes from the thermal velocity and one power of $\lambda$.

Let $q_z=1/(1-e^{-h\nu_z/kT})$ describe the vertical mode, again from its ground level. For the two models,

$$q_{\rm ads}^{\rm mob}=q_{\rm tr}\,q_z\,e^{-\beta h\nu_z/2},\qquad
q_{\rm ads}^{\rm loc}=q_{\rm vib}\,q_z\,e^{-\beta h(\nu_z+\nu_1+\nu_2)/2}.$$

The exponentials are the price of moving the energy zero from the potential minimum to the ground level. Inserted in the rate, they combine with $e^{-\beta D}$ to form $e^{-\beta E_0}$, where

$$E_0^{\rm mob}=D-\frac{h\nu_z}{2},\qquad
E_0^{\rm loc}=D-\frac{h(\nu_z+\nu_1+\nu_2)}{2}.$$

What multiplies $e^{-\beta E_0}$ is the prefactor:

$$\nu_{\rm mob}=\frac{kT}{h}\frac1{q_z},\qquad
\nu_{\rm loc}=\frac{kT}{h}\frac{q_{\rm tr}}{q_{\rm vib}q_z},\qquad
\boxed{R\equiv\frac{\nu_{\rm loc}}{\nu_{\rm mob}}=\frac{q_{\rm tr}}{q_{\rm vib}}}$$

Translation is in the numerator although it was removed from the adsorbate. In the mobile model it cancels against the same motion at the plane; in the localized model nothing cancels it.

The ratio of rates at equal $D$ also contains the zero-point energies:

$$\frac{k_{\rm loc}}{k_{\rm mob}}=R\,e^{(x_1+x_2)/2}
=q_{\rm tr}\prod_i(1-e^{-x_i})e^{x_i/2}
=q_{\rm tr}\prod_i2\sinh\frac{x_i}{2}.$$

Combining $R$ with a common $E_0$ answers a different question: what happens when the ground-level desorption energies, not the well depths, are equal.

**High-temperature limit.** For equal frequencies and small $x$, $2\sinh(x/2)\simeq x(1+x^2/24)$. The rate ratio becomes

$$q_{\rm tr}x^2\left(1+\frac{x^2}{12}\right)
=\frac{2\pi mkTA}{h^2}\frac{h^2\nu^2}{(kT)^2}\left(1+\frac{x^2}{12}\right)
=\frac{A}{2\pi\sigma^2}\left(1+\frac{x^2}{12}\right).$$

Planck's constant drops out of the leading term, and Stage 2 is recovered. The prefactor ratio approaches the same value more slowly: $(1-e^{-x})^2\simeq x^2(1-x)$, so its first correction is linear in $x$.

**Low-temperature limit.** For $x\gg1$ each lateral mode is in its ground state, $q_{\rm vib}\to1$, and $R\to q_{\rm tr}\propto T$. At high temperature $R\propto1/T$, so there is a maximum between. For equal frequencies $R\propto(1-e^{-x})^2/x$, and a zero derivative requires

$$2xe^{-x}=1-e^{-x}\quad\Longrightarrow\quad e^x=1+2x,$$

whose positive solution is $x\simeq1.26$. For a 1.5 THz mode this lies near 57 K. Above it, $R$ falls with temperature.

## Numbers for one adsorbate

The round parameters are $m=100$ u, $a=0.30$ nm, $\nu_1=\nu_2=1.5$ THz, $\nu_z=3.0$ THz, $D=1.20$ eV and $T=400$ K. They give $kT=34.47$ meV, $\lambda=8.729$ pm and $x=0.1800$. Then

$$q_{\rm tr}=\frac{0.0900\ \text{nm}^2}{(8.729\ \text{pm})^2}=1181,\qquad
q_{\rm vib}=(6.071)^2=36.86,\qquad
R=\frac{1181}{36.86}=32.0 .$$

With $kT/h=8.335\times10^{12}$ s$^{-1}$ and $q_z=3.308$, the prefactors are

$$\nu_{\rm mob}=\frac{8.335\times10^{12}}{3.308}\ \text{s}^{-1}=2.52\times10^{12}\ \text{s}^{-1},
\qquad \nu_{\rm loc}=32.0\,\nu_{\rm mob}=8.07\times10^{13}\ \text{s}^{-1}.$$

The two lateral zero-point energies add up to $h\nu=6.20$ meV. They lower $E_0$ from 1.1938 to 1.1876 eV and multiply the rate by 1.197. The rate ratio is $32.04\times1.197=38.4$, which accounts for the two residence times at the start.

The classical picture gives nearly the same rate ratio. The displacement is $\sigma=19.35$ pm and the explored area $2\pi\sigma^2=0.002353$ nm$^2$, so $A/2\pi\sigma^2=38.3$. The difference between 32.0 and 38.3 is therefore mostly a matter of where $E_0$ is counted from; the quantum correction to the rate ratio itself is about 0.3%.

At 300, 400 and 600 K, $R$ is 40.3, 32.0 and 22.6. Doubling the temperature from 300 to 600 K reduces it by a factor of 1.78, not 2, because the factor $[(1-e^{-x})/x]^2$, which multiplies the classical $1/T$ law, is still rising towards one: from 0.790 at 300 K to 0.888 at 600 K.

## Stage 4: what an Arrhenius plot reports

An experiment may supply $\ln k_{\rm des}$ against $1/T$. Its local slope defines $E_{\rm app}=-d\ln k_{\rm des}/d\beta$, and its tangent defines the apparent prefactor $P=k_{\rm des}e^{\beta E_{\rm app}}$. Since partition functions depend on temperature, $E_{\rm app}$ differs from $E_0$ and $P$ from the prefactors above.

Take the logarithm of the rate ratio. Its translational part is $\ln q_{\rm tr}=-\ln\beta+\text{constant}$, and each vibration contributes $\ln[2\sinh(\beta h\nu_i/2)]$. Hence

$$E_{\rm app}^{\rm loc}-E_{\rm app}^{\rm mob}
=kT-\sum_i\frac{h\nu_i}{2}\coth\frac{x_i}{2}
=kT-\sum_i\left[\frac{h\nu_i}{2}+\frac{h\nu_i}{e^{x_i}-1}\right].$$

This is the mean energy of lateral translation minus that of the two vibrations. Multiplying the rate ratio by the exponential of $\beta$ times this difference gives

$$\frac{P_{\rm loc}}{P_{\rm mob}}
=R\,e^{\sum x_i/2}\,e^{1-\sum x_i/2-\sum x_i/(e^{x_i}-1)}
=R\exp\left[1-\sum_i\frac{x_i}{e^{x_i}-1}\right].$$

The zero-point terms cancel. The result is also $e^{(S_{\rm tr}-S_{\rm vib})/k}$: for each motion $S/k=\ln q+\beta U$, with $\beta U=1$ for two-dimensional translation and $\beta U=\sum x_i/(e^{x_i}-1)$ for the vibrations. Here $S_{\rm tr}$ is the one-particle entropy for area $A$.

**Limit.** Classically each vibration has mean energy $kT$, so the exponent tends to $1-2=-1$ and the apparent energy falls by $kT$. In the example the sum is 1.825, and $32.04\,e^{-0.825}=14.0$. Numerical slopes of rates built from level sums give the same value. The apparent energy changes by $-34.7$ meV, close to $-kT$.

So one change of model has three ratios at 400 K: 32.0 for prefactors paired with $E_0$, 38.4 for rates at equal well depth, and 14.0 for Arrhenius intercepts. The last two are consistent, since $14.04\,e^{34.66/34.47}=38.4$. Pairing a prefactor from one convention with an energy from another makes the rate wrong by the quotient of the two conventions' prefactors.

## Stage 5: when the vibration is not a vibration

A periodic surface can be solved between the two idealizations. Take the cosine corrugation with fixed strength $W$ and find its quantum levels by diagonalization. At $W=0$ the sum over levels reproduces $q_{\rm tr}$. For the example, $W=2ma^2\nu^2=0.420$ eV, or $12.2\,kT$. This is also the barrier between neighbouring sites, so the hop rate is roughly $4\nu e^{-W/kT}\approx3\times10^7$ s$^{-1}$. The localized adsorbate changes site many times before it desorbs; "localized" refers to where it spends its time.

The lateral partition function is then 4.7% larger than the harmonic one, against the leading estimate $kT/2W=4.1\%$. The rate ratio falls from 38.4 to 36.7. For this corrugation of fixed strength the harmonic rate ratio is good to about 5%. The Arrhenius intercept ratio shifts about twice as much, because an excess $kT/2W$ in $\ln q$ adds an equal term to $\beta U$ and so enters the entropy twice; with the corrugation that decays with height in Stage 2, the classical rate ratio at 400 K was 7.5% below the harmonic one.

The harmonic limit can be tested with a corrugation made much larger than this adsorbate's well depth, purely as a numerical check. Raising $W$ to 6.72 eV at fixed mass and lattice constant reduces the excess to 0.281%, against an estimate of 0.257%. The remaining gap is mainly quantum spreading. The frequency is now 6 THz and $x=0.72$; the quantum mean-square displacement is $\sigma^2(x/2)\coth(x/2)$, and the quartic correction scales with its square. That multiplies the estimate by 1.087 and gives 0.279%.

The opposite limit is a soft mode. At 0.2 THz, $W=7.5$ meV is well below $kT$, and $A/2\pi\sigma^2=0.68$: the supposed vibration would explore more area than its site possesses. The harmonic rate ratio is 0.68, a predicted slowing of desorption. The periodic corrugation gives 1.23, an acceleration.

The sign of the harmonic answer is wrong for a simple reason. Classically, a lateral potential $U\ge0$ added to the flat well bottom gives

$$\int_A e^{-\beta U}\,dX\,dY\le A,$$

so the adsorbed population cannot grow and the rate cannot fall. The parabola violates this bound once its Gaussian area $2\pi\sigma^2$ exceeds $A$: the integral then runs so far into neighbouring sites that it counts more area than one site has. The replacement therefore needs a Gaussian area well below $A$. For the cosine surface $2\pi\sigma^2/A=kT/(\pi W)$, but the more useful guide is the leading correction $kT/2W$: it estimates the error only when it is itself small. At $W=3kT$ it gives 17%, while the classical population is already 27% larger than the harmonic one.

The bound also depends on holding the potential minimum fixed. Suppose the flat model is instead placed at the lateral average $\bar U$ of the corrugation. Its well is shallower by $\bar U$, and its population contains $Ae^{-\beta\bar U}$. Because the exponential is convex,

$$\frac1A\int_A e^{-\beta U}\,dX\,dY\ge e^{-\beta\bar U}.$$

The corrugated surface now holds the larger population and desorbs more slowly. For the cosine form $\bar U=W$, which in the example changes the mobile rate by $e^{12.18}\simeq2\times10^5$, far more than $R$. The prefactor ratio is unaffected by this choice, but a comparison of rates has no meaning until the two well depths have been specified. The program's values are collected in the numerical output below; the other numbers follow from them and the formulas above.

## Numbers as computed

```
mass = 100 u = 1.6605e-25 kg
lattice constant = 0.30 nm
site area = 0.0900 nm^2
lateral frequency (both) = 1.5 THz
vertical frequency = 3.0 THz
well depth = 1.20 eV
temperature = 400 K, kT = 34.469 meV
kT/h = 8.3346e+12 1/s
thermal wavelength = 8.729 pm
q_tr per site = 1181.14
lateral h nu/kT = 0.17997
q_vib one mode = 6.0714
q_vib two modes = 36.862
vertical q_z = 3.3081
prefactor ratio R = 32.042
prefactor mobile = 2.5194e+12 1/s
prefactor localized = 8.0728e+13 1/s
lateral zero-point energy = 6.204 meV
zero-point rate factor = 1.1972
E0 mobile = 1.19380 eV
E0 localized = 1.18759 eV
rate mobile = 2.2915e-03 1/s
rate localized = 8.7905e-02 1/s
rate ratio, harmonic = 38.360
classical rms displacement sigma = 19.350 pm
explored area 2 pi sigma^2 = 0.002353 nm^2
classical ratio = 38.257
Arrhenius prefactor ratio, formula = 14.036
Arrhenius prefactor ratio, from slopes = 14.036
apparent energy, loc - mob = -34.655 meV
corrugation W = 0.4198 eV, W/kT = 12.178
rate ratio, periodic corrugation = 36.655
W = 0.420 eV: excess of q = 4.654 %, kT/2W = 4.106 %
W = 1.679 eV: excess of q = 1.077 %, kT/2W = 1.026 %
W = 6.716 eV: excess of q = 0.281 %, kT/2W = 0.257 %
flux at 400 K: rate ratio 35.370, deviation -7.547 %, expected -6.978 %
flux at 100 K: rate ratio 150.314, deviation -1.773 %, expected -1.745 %
flux at 25 K: rate ratio 609.430, deviation -0.438 %, expected -0.436 %
R at 300 K = 40.320
R at 400 K = 32.042
R at 600 K = 22.648
soft mode = 0.2 THz, W = 7.462 meV
soft mode classical A/(2 pi sigma^2) = 0.6801
soft mode rate ratio, harmonic = 0.6802
soft mode rate ratio, periodic = 1.2345
```
